# Root-time and linear-time void growth in a long tensioned interconnect line, part 2

A metal line lies at $x>0$. At $t=0$ a void opens across its full section at $x=0$, and we want its length $L(t)$. The current passes the void through a conducting liner. Electrons push atoms towards $+x$, away from the void, with the wind force $F=Zrj$, where $Z$ is the effective wind charge, $r$ the resistivity and $j$ the current density. The electron charge has size 1, and temperature enters as the energy $kT$.

Tension $s$ is counted positive and starts at the uniform value $s_0$. $D$ is the effective atomic diffusivity, $V$ the atomic volume, $C\simeq1/V$ the number of atoms per unit volume of the channel, and $B$ the effective modulus, with $ds=-B\,\frac{dC}{C}$. The chemical potential is $\mu=\mu_0-Vs$. The atom flux $J$ obeys

$$J=\frac{D}{VkT}\left(V\frac{\partial s}{\partial x}+F\right),\qquad \frac{\partial s}{\partial t}=BV\frac{\partial J}{\partial x}.$$

For uniform $D$, stress diffuses with $K=DBV/kT$. In a long line with a flat, stress-free void face, $s(0,t)=0$ and

$$s(x,t)=s_0\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{Kt}}\right).$$

With $\mathrm{erfc}=1-\mathrm{erf}$, $a=(2s_0/B)\sqrt{K/\pi}$ and $v=DF/kT$, the growth law $dL/dt=VJ(0,t)$ gives the two-term law $L=a\sqrt t+vt$. Its root and wind terms are equal at $t_c=a^2/v^2$. For $F<0$ the void closes at $t_c$.

A slice $dx$ whose tension falls from $s_0$ to $s$ takes up metal of length $(s_0-s)\,dx/B$. A short line of length $l$ with blocked ends and no current ends with $L=s_0l/B$.

The example has $T=600$ K, $kT=0.0517$ eV, $j=0.5$ MA/cm$^2$, $r=4$ µΩ cm, $Z=1$, $D=10^{-12}$ cm$^2$/s, $B=30$ GPa, $V=0.012$ nm$^3$ and $s_0=100$ MPa. The line is 400 µm long, with a square section of side $w=200$ nm. Then $F=2\times10^{-7}$ eV/nm, $BV=2.247$ eV, $K=4.35\times10^{-11}$ cm$^2$/s and $s_0/B=0.00333$. At 100 h the reach $\sqrt{Kt}$ is 39.6 µm, and the terms are 149 and 139 nm, 288 nm in all. The crossover is at $t_c\simeq114$ h.

### What a lifetime measurement would see

Suppose the line fails when the void reaches a fixed length. Let $R=a\sqrt t$ and $W=vt$ be the terms at that moment. If $s_0$ and $T$ are held fixed while the current changes, $a$ is fixed and $v\propto j$. Differentiating $a\sqrt t+vt=\text{constant}$ gives

$$\left(\frac R2+W\right)\frac{dt}{t}+W\frac{dj}{j}=0,$$

so the growth time varies locally as $j^{-n}$ with

$$n=\frac{W}{W+R/2}.$$

It lies between 0, for pure stress release, and 1, for pure drift. For the 288 nm void, $n=139.3/(139.3+74.4)\simeq0.65$. Extrapolating to lower current with $n=1$ would overstate the growth time, since lowering the current does not slow the release of tension. This concerns growth after opening; the time needed to open the void is a separate matter.

Temperature acts differently. Since $K=BV(D/kT)$ and $v=F(D/kT)$, the law contains time and diffusivity through the single product $Dt/kT$:

$$L=\frac{2s_0}{B}\sqrt{\frac{BV}{\pi}\frac{Dt}{kT}}+F\,\frac{Dt}{kT}.$$

With $s_0$, $B$, $V$ and $F$ held fixed, cooling stretches the time axis by the change in $kT/D$ and leaves the sequence of void lengths unchanged. For an activation energy of 0.9 eV, going from 600 K to 378 K moves the crossover from 114 h to about 226 years. Ten years at 378 K give a root term of 33 nm and a wind term of 7 nm. In real use $s_0$ is unlikely to stay fixed: a confined metal that shrinks more than its surroundings carries more tension when cooler, and at a given $D$ the root term grows in proportion.

### When the line is not long

Let the far end at $x=l$ be blocked. In the final state $J=0$ everywhere, so $\partial s/\partial x=-F/V$. With $s=0$ at the void, $s=-Fx/V$. Counting the metal taken up by the line gives

$$L_\infty=\int_0^l\frac{s_0-s}{B}\,dx=\frac{s_0l}{B}+\frac{Fl^2}{2VB}.$$

The first part is the result for the short line without current. The second is metal pressed into the line by the wind. For $l=20$ µm,

$$L_\infty=0.00333\times20\,000+\frac{2\times10^{-7}\times(20\,000)^2}{2\times2.247}\simeq67+18\simeq84\ \text{nm},$$

where the sum is rounded from 84.47 nm. A grid solution carried to 1000 h agreed with the formula to within 0.2%.

The approach to this state is set by the slowest decaying stress pattern. It vanishes at the void and has zero slope at the far end, because the steady profile already carries the wind slope. The pattern is $\sin(\pi x/2l)$, and it decays at the rate $\pi^2K/4l^2$. At 100 h the exponent is $2.47\times(39.6/20)^2\simeq9.7$, so the 20 µm line has practically stopped growing its void. The unlimited law would give 288 nm.

A short line also changes the fate of a void that opens against the wind. With $F<0$ and the other end still blocked, the second part of $L_\infty$ is subtracted, and the 20 µm line keeps a void of about 49 nm. Such a void lasts if $l<2Vs_0/|F|\simeq75$ µm; in a longer line it closes again.

A 100 µm line is two and a half reaches long at 100 h. Its computed void is 282 nm, 2% below that of the long line. For the two-term law to hold to a few percent up to the crossover, a line should be at least about two and a half times as long as the reach at $t_c$, which is

$$\sqrt{Kt_c}=\frac{2s_0K}{\sqrt\pi Bv}=\frac{2s_0V}{\sqrt\pi F}\simeq42\ \text{µm}$$

for these parameters. A weaker current calls for a longer line.

### Stress built by the wind at a blocked end

The quantity $p=\partial s/\partial x+F/V$ is proportional to the flux. Since $F/V$ is constant, differentiating the stress equation shows that $p$ obeys the same diffusion equation. Let $y=l-x$ be the distance from the blocked far end. There $p=0$, and initially $p=F/V$. This is the error-function problem of the first half, so $p=(F/V)\,\mathrm{erf}(y/2\sqrt{Kt})$. At the wall

$$\frac{\partial s}{\partial t}=K\frac{\partial p}{\partial x}=-K\frac{\partial p}{\partial y}=-\frac FV\sqrt{\frac{K}{\pi t}},$$

and integration gives a fall in tension of

$$\Delta s=\frac{2F}{V}\sqrt{\frac{Kt}{\pi}} .$$

With 1 eV/nm$^3$ equal to 160.2 MPa, the fall at 100 h is

$$\Delta s=\frac{2\times2\times10^{-7}}{0.012}\times\frac{39\,550}{1.772}\times160.2\simeq119\ \text{MPa}.$$

The far end has passed from 100 MPa of tension to 19 MPa of compression. The void does not yet notice, ten reaches away.

The mirror image of this result applies at $x=0$ before the void opens. That end is then blocked too, and the wind raises its tension by the same $\Delta s$. One hour of current adds 12 MPa. The assumption of uniform tension therefore needs a void that opens soon after the current is switched on, or before. If the wind itself has built most of the tension that opens the void, that tension is concentrated near the end, and the root term with a single $s_0$ cannot be carried to late times.

### The receding face

The condition $s=0$ belongs at $x=L(t)$, not at $x=0$. Without wind the corrected problem can also be solved. Try $L=2q\sqrt{Kt}$ with a constant $q$. The function

$$s=s_0\left[1-\frac{\mathrm{erfc}(x/2\sqrt{Kt})}{\mathrm{erfc}(q)}\right]$$

satisfies the diffusion equation, tends to $s_0$ far away and vanishes at the face. Its slope there is $s_0e^{-q^2}/[\sqrt{\pi Kt}\,\mathrm{erfc}(q)]$. The growth law $dL/dt=(K/B)\,\partial s/\partial x$ becomes

$$q\sqrt{\frac Kt}=\frac{s_0}{B}\sqrt{\frac{K}{\pi t}}\,\frac{e^{-q^2}}{\mathrm{erfc}(q)}\quad\Rightarrow\quad\sqrt\pi\,q\,e^{q^2}\mathrm{erfc}(q)=\frac{s_0}{B}.$$

The time has cancelled, which justifies the trial form. For small strain $q\simeq s_0/(\sqrt\pi B)$, and $2q\sqrt{Kt}$ is the earlier root term. At next order $e^{q^2}\mathrm{erfc}(q)\simeq1-2q/\sqrt\pi$, which raises $q$ by the relative amount $2s_0/(\pi B)\simeq0.2\%$. Replacing $C$ by $1/V$ in the flux neglects other terms of this order, so the figure does not refine the law, and it overstates the error. If $C=e^{-s/B}/V$ is kept, $u=CV$ obeys $VJ=-K\,\partial u/\partial x+vu$. In a frame moving at the speed $v$ the wind drops out, so $L=vt+2q\sqrt{Kt}$ even when $vt$ is not small against $\sqrt{Kt}$, and the right side of the equation for $q$ becomes $1-e^{-s_0/B}$. The root term is then raised by only $(2/\pi-1/2)\,s_0/B\simeq0.05\%$, or 0.07 nm at 100 h.

A grid solution that followed the face was tested at a deliberately large strain of 0.3, without wind, and agreed with the equation for $q$ to within 0.5%. For the example with wind it gives 288.6 nm, 0.6 nm more than with a fixed face; this grid solution keeps $C=1/V$ in the flux, and most of the shift comes from that approximation.

### Diffusivity that depends on stress

Tension makes vacancies cheaper. If a vacancy occupies about the volume of an atom, its number, and with it the diffusivity, grows as $e^{Vs/kT}$. In the example $Vs_0/kT=0.145$, so $D$ is 16% larger in the fully tensioned metal than at the void face. Write $D_0$ and $K_0$ for the stress-free values and $K(s)=K_0e^{Vs/kT}$. The stress equation is now

$$\frac{\partial s}{\partial t}=\frac{\partial}{\partial x}\left[K(s)\left(\frac{\partial s}{\partial x}+\frac FV\right)\right]
=\frac{\partial}{\partial x}\left[K(s)\frac{\partial s}{\partial x}\right]+\frac{K(s)F}{kT}\frac{\partial s}{\partial x},$$

because $dK/ds=KV/kT$. The wind no longer drops out. Its term carries the stress profile towards the void at the speed $KF/kT$, and the void length ceases to be a sum of two independent terms.

In the grid solution with this diffusivity, the wind changes the profile by up to 3.8 MPa within 150 µm of the void at 100 h. With uniform $D$ the change in the same region is below 0.1 MPa. The void is 303 nm long, 5% above the two-term law when the law uses the stress-free $D_0$. The higher diffusivity inside the line and the shifted profile both enter this increase; they have not been separated.

### A curved void end

If the void ends in a hemisphere of radius $w/2$ bulging into the metal, adding an atom to its wall makes the void smaller. For a sphere of radius $\rho$, removing a volume $V$ reduces the area by $2V/\rho$, and with surface energy $\gamma$ the energy falls by $2\gamma V/\rho$. Comparison with $-Vs$ shows that the face acts as if it were under a tension

$$s_\gamma=\frac{2\gamma}{w/2}=\frac{4\gamma}{w}.$$

For $\gamma=1$ J/m$^2$ this is 20 MPa. A very small void cannot yet have this shape, but for simplicity $s_\gamma$ is taken as constant from the start. The stress profile becomes $s_\gamma+(s_0-s_\gamma)\,\mathrm{erf}(x/2\sqrt{Kt})$. The slope at the face, and with it the root term, is multiplied by $1-s_\gamma/s_0=0.8$. The wind term is unchanged. The void is $0.8\times149+139\simeq258$ nm long, 10% shorter than with a flat face.

Taken together, the curved end, the stress-dependent diffusivity and the receding face give 276 nm at 100 h. This is 4% below the simple law, because the first two effects partly cancel for these parameters.

### Heat, and the first seconds

Beside the void the current runs in the liner. Suppose the liner covers three sides, is 10 nm thick and has a resistivity of 200 µΩ cm. Its section is $3\times200\times10=6000$ nm$^2$, and a 288 nm stretch has a resistance of 96 Ω. The current is 0.2 mA, so the heat is $P=3.8$ µW. Let all of it flow into the metal line, with heat conductivity $\lambda=300$ W/(m K) and side loss $g=1$ W/(m K) per unit length. The excess temperature $\theta$ obeys $\lambda w^2\theta''=g\theta$. Its decaying solution has $\theta'=-\theta\sqrt{g/\lambda w^2}$, and the heat entering at the face is $P=\theta(0)\sqrt{\lambda w^2g}$. This gives $\theta(0)\simeq1.1$ K. Warming the whole line by that amount would lengthen the void to 295 nm. The warm zone is in fact about $\sqrt{\lambda w^2/g}\simeq3.5$ µm long, much shorter than the 40 µm stress reach. The temperature gradient in this zone also pushes atoms directly (thermomigration), which the estimate leaves out. For a heat of transport $Q$ the force at the face is $Q\theta(0)/T$ divided by 3.5 µm, about a quarter of $F$ for $|Q|=0.1$ eV. Over the warm zone it acts like a change of the face stress by $Q\theta(0)/(TV)\simeq2.5$ MPa, which moves the root term by roughly 2%, up or down with the sign of $Q$.

One-dimensional diffusion begins to make sense after about $w^2/K\simeq9$ s, when the relaxed region is longer than the line is wide. Before that, the metal near the new face springs back elastically by roughly $s_0w/B\simeq0.7$ nm. Neither matters to a void of hundreds of nanometres.

### How the model line compares with a real one

The temperature and current density chosen here are of the rough size met in accelerated tests. The tension at 600 K depends on the temperature at which the confined metal is free of stress; if that lies just above 600 K, the tension and the root term are much smaller than here, and if it lies below 600 K the metal starts in compression and the law does not apply. Three dimensions are less typical: many wires near the transistors are much narrower than 200 nm, a 10 nm liner is thick by recent standards, and many circuit segments are far shorter than 400 µm. The last point breaks the long-line assumption: with the other parameters held fixed, a blocked 20 µm segment stops at 84 nm instead of passing 288 nm. The diffusivity is the least certain input, since it depends on interfaces and grain structure. Doubling $D$ multiplies the root term by $\sqrt2$ and the wind term by 2, and the void at 100 h becomes $210+279\simeq489$ nm. Real lines also have a diffusivity that changes from grain to grain. The wind flux then varies along the line and creates stress inside it, which the two-term law leaves out and which has not been sized here.

## Computed values

```
temperature: 600 K
thermal energy kT: 0.0517 eV
diffusivity D: 1e-12 cm2/s
activation energy: 0.9 eV
effective modulus B: 30 GPa
atomic volume V: 0.012 nm3
initial tension s0: 100 MPa
wind charge Z: 1
resistivity r: 4 uOhm cm
current density j: 0.5 MA/cm2
line length: 400 um
line width and height: 200 nm
wind force F: 2e-07 eV/nm
stress diffusivity K: 4.346e-11 cm2/s
initial strain s0/B: 0.003333
drift speed DF/kT: 1.393 nm/h
sqrt(K t) at 100 h: 39.55 um
1 h: root 14.88, wind 1.39, sum 16.27, solver 16.27 nm
10 h: root 47.05, wind 13.93, sum 60.97, solver 60.97 nm
100 h: root 148.77, wind 139.25, sum 288.03, solver 288.02 nm
void length at 100 h: 2880 angstrom
crossover time: 114.1 h
void length at crossover: 317.9 nm
void length at crossover: 3179 angstrom
crossover time at use temperature: 226 years
solver, D depends on stress, 100 h: 303.1 nm
V s0/kT: 0.1449
largest profile shift by wind then: 3.75 MPa
solver, receding face, 100 h: 288.6 nm
surface energy: 1 J/m2
capillary tension: 20 MPa
solver, capillary tension, 100 h: 258.3 nm
solver, these three together, 100 h: 276.1 nm
solver, 100 um line, 100 h: 282.1 nm
saturated void, 20 um line: 84.47 nm
far-end stress at 100 h: -19.2 MPa
tension built by 1 h of wind before opening: 11.9 MPa
liner thickness, three sides: 10 nm
liner resistivity: 200 uOhm cm
metal heat conductivity: 300 W/(m K)
side heat loss per line length: 1 W/(m K)
liner heating at 100 h: 1.1 K
void if whole line is so heated: 294.6 nm
instant elastic opening s0 w/B: 0.67 nm
one-dimensional after w^2/K: 9.2 s
temperature of use: 378 K
root term, 10 years of use: 33.4 nm
wind term, 10 years of use: 7.03 nm
```
